# Finite-Size Velocity of the Single-Step Growth Model on a Ring: test program

```python
# Result under test: in the single-step growth model on a ring of L sites
# (L even, slopes +1/-1 summing to zero, every local minimum raised by 2
# height units at rate 1) the stationary mean velocity is
#     v_L = L / (2 (L - 1)) = 1/2 + 1/(2 L) + O(1/L^2).
# slope[i] = height[i+1] - height[i]; velocity = growth rate of mean height.
# The master equation is built from the growth rule and solved numerically.
from itertools import combinations
from math import comb, sqrt, exp, log
import numpy as np
from scipy.linalg import expm
from scipy.constants import k as k_boltzmann, e as e_charge


def build_chain(L, ups, removal=0.0, pit_bias=0.0):
    """Generator (columns = initial state), velocity per state, slopes."""
    states = []
    for chosen in combinations(range(L), ups):
        slope = [-1] * L
        for i in chosen:
            slope[i] = 1
        states.append(tuple(slope))
    index = {s: n for n, s in enumerate(states)}
    gen = np.zeros((len(states), len(states)))
    climb = np.zeros(len(states))
    for n, s in enumerate(states):
        for i in range(L):
            if s[i - 1] == s[i]:
                continue
            if s[i - 1] == -1:          # local minimum: growth
                deep = s[i - 2] == -1 and s[(i + 1) % L] == 1
                rate, gain = 1.0 + (pit_bias if deep else 0.0), 2
            else:                       # local maximum: removal
                rate, gain = removal, -2
            if rate == 0.0:
                continue
            new = list(s)
            new[i - 1], new[i] = s[i], s[i - 1]
            gen[index[tuple(new)], n] += rate
            gen[n, n] -= rate
            climb[n] += gain * rate / L
    return gen, climb, np.array(states)


def stationary(gen):
    system = gen.copy()
    system[-1, :] = 1.0
    rhs = np.zeros(len(gen))
    rhs[-1] = 1.0
    return np.linalg.solve(system, rhs)


def simulate(neighbours, start, attempts, seed):
    """Random deposition attempts, one per site and unit time on average."""
    rng = np.random.default_rng(seed)
    h = list(start)
    blocks = []
    size = attempts // 20
    for block in range(22):             # first two blocks are discarded
        count = 0
        for i in rng.integers(0, len(h), size).tolist():
            here = h[i]
            for j in neighbours[i]:
                if h[j] < here:
                    break
            else:
                h[i] = here + 2
                count += 1
        if block >= 2:
            blocks.append(2.0 * count / size)
    return np.mean(blocks), np.std(blocks, ddof=1) / sqrt(len(blocks))


def formula(L):
    return L / (2.0 * (L - 1))


# --- exact stationary states from the master equation
print("Master equation, heights in model units, rate 1 per minimum")
velocity, gap = {}, {}
for L in (2, 4, 6, 8, 10, 12):
    gen, climb, slopes = build_chain(L, L // 2)
    weights = stationary(gen)
    assert np.max(np.abs(weights * len(weights) - 1)) < 1e-9
    velocity[L] = climb @ weights
    assert abs(velocity[L] - formula(L)) < 1e-10
    for distance in range(1, L):
        corr = weights @ (slopes[:, 0] * slopes[:, distance])
        assert abs(corr + 1 / (L - 1)) < 1e-10
    levels = np.sort(np.linalg.eigvals(gen).real)
    gap[L] = -levels[-2]
    assert abs(levels[-1]) < 1e-8 and gap[L] > 1e-3
    print(f"L={L:2d} states={len(weights):3d} v={velocity[L]:.6f} "
          f"slope corr={corr:.6f} gap={gap[L]:.5f}")

# --- coefficient of 1/L, extrapolated from the solved velocities
sizes = [4, 6, 8, 10, 12]
fit = np.polyfit([1 / L for L in sizes], [velocity[L] for L in sizes], 4)
assert abs(fit[-1] - 0.5) < 1e-3    # truncation of the series in 1/L
assert abs(fit[-2] - 0.5) < 3e-3    # same reason
print(f"extrapolated v at infinite L = {fit[-1]:.5f}")
print(f"extrapolated coefficient of 1/L = {fit[-2]:.4f}")

# --- the correction comes from the fixed total slope
mixed = 0.0
for ups in range(9):
    gen, climb, _ = build_chain(8, ups)
    mixed += comb(8, ups) / 2**8 * (climb @ stationary(gen))
assert abs(mixed - 0.5) < 1e-10
print(f"L=8, independent fair-coin slopes: v = {mixed:.6f}")

# --- relaxation from the flat zigzag start
gen, climb, slopes = build_chain(8, 4)
flat = np.all(slopes == np.array([1, -1] * 4), axis=1).astype(float)
v_start, v_mid = climb @ flat, climb @ expm(gen * 2.0) @ flat
v_late = climb @ expm(gen * 80.0) @ flat
assert abs(v_start - 1) < 1e-12 and abs(v_late - formula(8)) < 1e-8
print(f"L=8 flat start: v(0)={v_start:.4f} v(2)={v_mid:.4f} "
      f"v(80)={v_late:.6f}")

# --- removal of maxima keeps equal weights
removal_test = 0.3
gen, climb, _ = build_chain(8, 4, removal=removal_test)
weights = stationary(gen)
assert np.max(np.abs(weights * len(weights) - 1)) < 1e-9
v_removal = climb @ weights
assert abs(v_removal - (1 - removal_test) * formula(8)) < 1e-10
print(f"L=8 with removal rate {removal_test}: v = {v_removal:.6f}")

# --- height-based simulation
ring = [((i - 1) % 20, (i + 1) % 20) for i in range(20)]
v_sim, err_sim = simulate(ring, [i % 2 for i in range(20)], 2000000, 11)
assert abs(v_sim - formula(20)) < 5 * err_sim
assert v_sim - 0.5 > 8 * err_sim
print(f"L=20 simulation: v = {v_sim:.4f} +- {err_sim:.4f}")
print(f"L=20 formula: v = {formula(20):.4f}")

# --- worked example: rough regime of CdTe(001) molecular-beam epitaxy
cells = 100
cell_nm = 5.0
lattice_nm = 0.648          # rough
event_rate = 4.0            # per second and minimum
temperature = 570.0         # K
barrier_ev = 0.8            # rough assumed adatom barrier
attempt_rate = 1e13         # per second, rough
removal_rate = 0.04         # per second and maximum, assumed
layer_nm = lattice_nm / 2
v_cells = 2 * comb(cells - 2, cells // 2 - 1) / comb(cells, cells // 2)
assert abs(v_cells - formula(cells)) < 1e-12
unit = layer_nm / 2 * event_rate
rate_ring, rate_infinite = unit * v_cells, unit * 0.5
excess = rate_ring - rate_infinite
print("Worked example")
print(f"cells = {cells}, cell width = {cell_nm} nm, "
      f"ring length = {cells * cell_nm:.0f} nm")
print(f"lattice constant = {lattice_nm} nm, layer = {layer_nm:.3f} nm")
print(f"event rate = {event_rate} 1/s, temperature = {temperature} K")
print(f"v_L = {v_cells:.6f} model units")
print(f"full correction = {v_cells - 0.5:.6f}, "
      f"1/(2L) = {1 / (2 * cells):.6f}")
print(f"remainder beyond 1/(2L) = {v_cells - 0.5 - 1 / (2 * cells):.2e}")
print(f"growth rate, infinite ring = {rate_infinite:.5f} nm/s")
print(f"growth rate, this ring = {rate_ring:.5f} nm/s "
      f"= {rate_ring * 3.6:.4f} um/h")
print(f"finite-size excess = {excess:.5f} nm/s "
      f"= {100 * excess / rate_infinite:.3f} percent")
print(f"excess thickness after 1 h = {excess * 3600:.2f} nm")

# --- sizes of neglected effects
print("Neglected effects")
layers_per_s = rate_infinite / layer_nm
hop_rate = attempt_rate * exp(-barrier_ev * e_charge
                              / (k_boltzmann * temperature))
surface_nm = lattice_nm / sqrt(2)
spacing_nm = surface_nm * (hop_rate / layers_per_s) ** (1 / 6)
units_per_cell = (cell_nm / surface_nm) ** 2
print(f"assumed adatom barrier = {barrier_ev} eV, "
      f"attempt rate = {attempt_rate:.0e} 1/s")
print(f"deposition = {layers_per_s:.2f} layers/s, "
      f"adatom hop rate = {hop_rate:.2e} 1/s")
print(f"island spacing, scaling estimate = {spacing_nm:.1f} nm")
print(f"formula units per cell layer = {units_per_cell:.0f}, "
      f"relative counting noise = {1 / sqrt(units_per_cell):.3f}")
net_rate = rate_ring * (1 - removal_rate / event_rate)
print(f"removal rate {removal_rate} 1/s: growth rate = {net_rate:.5f} nm/s")

pit_bias = 0.1
for L in (10, 12):
    gen, climb, _ = build_chain(L, L // 2, pit_bias=pit_bias)
    weights = stationary(gen)
    shift = climb @ weights - velocity[L]
    spread = weights.max() / weights.min()
    assert shift > v_cells - 0.5 and spread > 1.01
    print(f"deep pits filled {100 * pit_bias:.0f} percent faster, L={L}: "
          f"shift of v = {shift:.5f}, weight ratio = {spread:.3f}")

surface_v = {}
for edge in (8, 16):
    near = [(((x - 1) % edge) * edge + y, ((x + 1) % edge) * edge + y,
             x * edge + (y - 1) % edge, x * edge + (y + 1) % edge)
            for x in range(edge) for y in range(edge)]
    start = [(x + y) % 2 for x in range(edge) for y in range(edge)]
    surface_v[edge] = simulate(near, start, 2000000, 100 + edge)
    print(f"2D surface {edge}x{edge}: v = {surface_v[edge][0]:.4f} "
          f"+- {surface_v[edge][1]:.4f}")
drop = surface_v[8][0] - surface_v[16][0]
drop_error = sqrt(surface_v[8][1] ** 2 + surface_v[16][1] ** 2)
assert drop > 3 * drop_error
print(f"v(8)-v(16): 2D = {drop:.4f} +- {drop_error:.4f}, "
      f"1D = {formula(8) - formula(16):.4f}")

# small rings carry corrections of relative order 1/L to the power law
exponent = log(gap[8] / gap[12]) / log(12 / 8)
assert abs(exponent - 1.5) < 0.2
scaled = {L: gap[L] * L**1.5 for L in (10, 12)}
scaled_limit = (12 * scaled[12] - 10 * scaled[10]) / 2
relax_s = cells**1.5 / (scaled_limit * event_rate)
print(f"gap exponent between L=8 and 12 = {exponent:.3f}")
print(f"gap*L^1.5: L=12 {scaled[12]:.3f}, extrapolated {scaled_limit:.3f}")
print(f"slowest relaxation time, L={cells} = {relax_s:.0f} s, "
      f"film grown meanwhile = {relax_s * rate_ring:.0f} nm")
print("all assertions hold")
```

Running it gives:

```
Master equation, heights in model units, rate 1 per minimum
L= 2 states=  2 v=1.000000 slope corr=-1.000000 gap=2.00000
L= 4 states=  6 v=0.666667 slope corr=-0.333333 gap=1.00000
L= 6 states= 20 v=0.600000 slope corr=-0.200000 gap=0.53443
L= 8 states= 70 v=0.571429 slope corr=-0.142857 gap=0.33717
L=10 states=252 v=0.555556 slope corr=-0.111111 gap=0.23568
L=12 states=924 v=0.545455 slope corr=-0.090909 gap=0.17609
extrapolated v at infinite L = 0.50005
extrapolated coefficient of 1/L = 0.4981
L=8, independent fair-coin slopes: v = 0.500000
L=8 flat start: v(0)=1.0000 v(2)=0.6094 v(80)=0.571429
L=8 with removal rate 0.3: v = 0.400000
L=20 simulation: v = 0.5271 +- 0.0010
L=20 formula: v = 0.5263
Worked example
cells = 100, cell width = 5.0 nm, ring length = 500 nm
lattice constant = 0.648 nm, layer = 0.324 nm
event rate = 4.0 1/s, temperature = 570.0 K
v_L = 0.505051 model units
full correction = 0.005051, 1/(2L) = 0.005000
remainder beyond 1/(2L) = 5.05e-05
growth rate, infinite ring = 0.32400 nm/s
growth rate, this ring = 0.32727 nm/s = 1.1782 um/h
finite-size excess = 0.00327 nm/s = 1.010 percent
excess thickness after 1 h = 11.78 nm
Neglected effects
assumed adatom barrier = 0.8 eV, attempt rate = 1e+13 1/s
deposition = 1.00 layers/s, adatom hop rate = 8.45e+05 1/s
island spacing, scaling estimate = 4.5 nm
formula units per cell layer = 119, relative counting noise = 0.092
removal rate 0.04 1/s: growth rate = 0.32400 nm/s
deep pits filled 10 percent faster, L=10: shift of v = 0.02880, weight ratio = 1.546
deep pits filled 10 percent faster, L=12: shift of v = 0.02837, weight ratio = 1.758
2D surface 8x8: v = 0.3717 +- 0.0009
2D surface 16x16: v = 0.3517 +- 0.0019
v(8)-v(16): 2D = 0.0200 +- 0.0021, 1D = 0.0381
gap exponent between L=8 and 12 = 1.602
gap*L^1.5: L=12 7.320, extrapolated 6.655
slowest relaxation time, L=100 = 38 s, film grown meanwhile = 12 nm
all assertions hold
```
